# Perfect Andreev Reflection from a Polarized One-Dimensional Ferromagnet

## Problem

A ferromagnet F fills $x<0$ and a spin-singlet superconductor S fills $x>0$. Motion is one-dimensional, the magnetization is collinear, and there is no interface barrier. The bands are parabolic, with masses $m_F$ and $m_S$. The Fermi velocities are $v_u$ (spin up) and $v_d$ (spin down) in F, both nonzero, and $v_S$ in S. The pair potential is a real constant $\Delta>0$ in S and zero in F. Let $\mu_S=m_Sv_S^2/2$ and assume $\Delta\ll\mu_S$.

(a) An up electron arrives from F at zero energy, measured from the Fermi level. Find the probability $A$ that it returns as a hole. Show that, to leading order in $\Delta/\mu_S$, $A=1$ if and only if $v_uv_d=v_S^2$. Why does the polarization not prevent this?

(b) Explain the condition by following the particle through repeated reflections.

(c) Find the zero-bias conductance at the match, and its ratio to the normal-state conductance. Evaluate both for $v_u=0.9$, $v_d=0.4$, $v_S=0.6$ (in $10^6$ m/s), free-electron masses and $\Delta=1.5$ meV.

## Hints

1. Pair the spin-up electron amplitude $f$ with the spin-down hole amplitude $g$. A hole with positive wavevector moves to the left.
2. At zero energy the waves in S decay. Find the ratio $g/f$ for each decaying wave.
3. With unequal masses, the wave function and its derivative divided by the mass are continuous. Work with $c+d$ and $c-d$, where $c$ and $d$ are the two amplitudes in S.
4. For (b), insert a layer of zero thickness made of S's metal, but without pairing.

## Solution

### (a) The reflection probability

**Equations.** Let $H_\sigma$ be the kinetic energy minus the local Fermi energy of spin $\sigma$, measured from its band bottom. At zero energy the Bogoliubov-de Gennes equations are

$$H_u f+\Delta g=0,\qquad \Delta f-H_d g=0 .$$

In F, with $k_\sigma=m_Fv_\sigma/\hbar$,

$$f=e^{ik_ux}+b\,e^{-ik_ux},\qquad g=a\,e^{ik_dx}.$$

The hole energy is minus the electron energy, so its group velocity is $-v_d$ and the wave $g$ leaves the interface. Ratios of particle flux give

$$A=\frac{v_d}{v_u}|a|^2,\qquad B=|b|^2 .$$

**Waves in S.** For a wave $e^{ipx}$ put $\varepsilon=\hbar^2p^2/2m_S-\mu_S$. The equations become $\varepsilon f+\Delta g=0$ and $\Delta f-\varepsilon g=0$. A nonzero solution needs $\varepsilon^2=-\Delta^2$, so $\varepsilon=\pm i\Delta$ and $g/f=-\varepsilon/\Delta=\mp i$.

For $\varepsilon=i\Delta$, the decaying wave has $p=q$, with positive real and imaginary parts. For $\varepsilon=-i\Delta$, $p^2$ is the complex conjugate of $q^2$, and the decaying root is $p=-q^*$. Hence

$$\binom fg=c\binom1{-i}e^{iqx}+d\binom1i e^{-iq^*x}.$$

Since $q^2=(m_Sv_S/\hbar)^2(1+i\Delta/\mu_S)$, we may set $\hbar q/m_S=v_S$ at the interface to leading order.

**Matching.** Write $\alpha=c+d$ and $\beta=c-d$. Continuity of $f$ and $g$ gives

$$1+b=\alpha,\qquad a=-ic+id=-i\beta .$$

Continuity of the derivatives divided by mass, multiplied by $\hbar/i$, gives

$$v_u(1-b)=v_S\beta,\qquad v_da=-iv_S\alpha .$$

In the last equation the $d$ term is $i\times(-v_S)d$, which explains the common sign. Inserting $a=-i\beta$ gives $\beta=v_S\alpha/v_d=v_S(1+b)/v_d$. Then

$$v_uv_d(1-b)=v_S^2(1+b)
\quad\Rightarrow\quad
b=\frac{v_uv_d-v_S^2}{v_uv_d+v_S^2}.$$

It follows that $1+b=2v_uv_d/(v_uv_d+v_S^2)$, so

$$a=-i\frac{v_S}{v_d}(1+b)=\frac{-2iv_uv_S}{v_uv_d+v_S^2},$$

$$\boxed{A=\frac{4v_uv_dv_S^2}{(v_uv_d+v_S^2)^2}}$$

Also

$$1-A=\frac{(v_uv_d+v_S^2)^2-4v_uv_dv_S^2}{(v_uv_d+v_S^2)^2}
=\left(\frac{v_uv_d-v_S^2}{v_uv_d+v_S^2}\right)^2=B .$$

This vanishes if and only if $v_uv_d=v_S^2$. For an incident down electron, $v_u$ and $v_d$ exchange places and the pair potential changes sign. The sign can be absorbed in $g$, so $A$ is the same.

**Meaning of the polarization.** The density of carriers of each spin is $k_\sigma/\pi$, so the density polarization is

$$P=\frac{v_u-v_d}{v_u+v_d}.$$

The match allows $v_u=\rho v_S$, $v_d=v_S/\rho$ for any finite $\rho>0$, hence any $|P|<1$, provided the gap is small enough that $\Delta/\mu_S\ll\sqrt{1-P^2}$ (see Variation 1). The one-dimensional density of states is proportional to $1/v_\sigma$, while the current per state is proportional to $v_\sigma$. Their product is the same for both spins. Each up channel therefore has a down channel available for the hole, and the ballistic current polarization of F alone, without the contact, is zero although $P$ is not.

If $v_d\to0$ at fixed $v_u$ and $v_S$, then $A\simeq4v_uv_d/v_S^2\to0$: the approach to a half-metal does suppress the process.

### (b) Two mirrors

Without pairing, matching an electron wave at the interface gives $1+r_\sigma=\tau_\sigma$ and $v_\sigma(1-r_\sigma)=v_S\tau_\sigma$, where $\tau_\sigma$ is the transmitted amplitude. Hence

$$r_\sigma=\frac{v_\sigma-v_S}{v_\sigma+v_S}.$$

From the other side the reflection amplitude is $-r_\sigma$. The flux-normalized transmission amplitude is $t_\sigma=\sqrt{1-r_\sigma^2}$ in both directions.

In the inserted layer, the ratios $g/f=-i$ and $f/g=-i$ of the two decaying waves are the amplitudes for electron-to-hole and hole-to-electron conversion. A full circuit contains two conversions and one interface reflection of each particle:

$$(-i)(-r_d)(-i)(-r_u)=-r_ur_d .$$

Summing the circuits as a geometric series gives the outgoing hole amplitude

$$\sqrt{\frac{v_d}{v_u}}\,a=\frac{-it_ut_d}{1+r_ur_d}.$$

The electron can return directly, or after conversion, hole reflection and reconversion:

$$b=r_u+\frac{t_u^2(-i)(-r_d)(-i)}{1+r_ur_d}
=r_u+\frac{(1-r_u^2)r_d}{1+r_ur_d}
=\frac{r_u+r_d}{1+r_ur_d}.$$

The returned electron waves cancel when $r_u=-r_d$. Since

$$r_u+r_d=\frac{2(v_uv_d-v_S^2)}{(v_u+v_S)(v_d+v_S)},$$

this is the condition found in (a). At a match with $v_u\ne v_d$, the interface reflects both particles, with equal strength and opposite sign, and interference removes the returned electron. If $v_u=v_d=v_S$, it reflects neither.

### (c) Conductance and numbers

An incident electron contributes a current factor $1+A-B=2A$: the reflected hole adds current and the reflected electron subtracts it. At low temperature the two incident spins give

$$G=\frac{4e^2}{h}A,\qquad G_N=\frac{e^2}{h}(T_u+T_d),\qquad T_\sigma=1-r_\sigma^2 .$$

At the match $T_u=T_d=T$. Put $\lambda=\sqrt{1-P^2}=2\sqrt{v_uv_d}/(v_u+v_d)$. With $v_S=\sqrt{v_uv_d}$,

$$T=\frac{4v_uv_S}{(v_u+v_S)^2}
=\frac{4\sqrt{v_uv_d}}{(\sqrt{v_u}+\sqrt{v_d})^2}
=\frac{2\lambda}{1+\lambda},$$

$$\frac G{G_N}=\frac2T=1+\frac1{\sqrt{1-P^2}} .$$

For the given velocities, $v_uv_d=0.9\times0.4=0.36$ and $v_S^2=0.6^2=0.36$, in $10^{12}$ m²/s². Thus $A=1$ at leading order, with $P=0.5/1.3=0.385$. The interface amplitudes are $r_u=0.3/1.5=0.20$ and $r_d=-0.2/1.0=-0.20$, so $T=0.96$. With $e^2/h=38.74$ μS,

$$G=4\times38.74=155.0\ \mu\mathrm S,\qquad
G_N=1.92\times38.74=74.4\ \mu\mathrm S .$$

The ratio is 2.08. In this model a ratio above 2 requires $P\ne0$: for $v_u=v_d$ the ratio is $2T/(2-T)^2$, which is at most 2.

Holding $v_u$ and $v_d$ fixed and changing $v_S$ to 0.3 or 1.2 gives $A=0.64$ in both cases. The values agree because $A$ is unchanged when $v_uv_d/v_S^2$ is replaced by its inverse.

Now remove the exchange splitting, holding $v_S$ and the mean of the two band energies fixed. Both spins then have $v=\sqrt{(0.81+0.16)/2}=0.696$, and $A=0.978$. For these parameters, polarizing F improves the match.

**Comparison with a real contact.** The gap is close to that of niobium. The velocities have a metallic order of magnitude, but they were chosen to satisfy the match and not taken from a particular 3d ferromagnet. The free-electron mass and single parabolic band are crude for d electrons. The implied exchange splitting is $m_F(v_u^2-v_d^2)/2=1.85$ eV.

Temperature changes $G$ by only a few percent, but that removes most of the excess of the ratio over 2. Solving the matching equations numerically at each energy and averaging with the thermal weight $-\partial f_{\rm FD}/\partial E$, where $f_{\rm FD}$ is the Fermi function, gives $G=0.965\,(4e^2/h)$ at 4.2 K with the gap held at 1.5 meV. The ratio $G/G_N$ is then 2.01, against 1.98 for a perfect unpolarized contact at the same temperature. Reducing the gap by the BCS factor 0.97 for $T_c\approx9.25$ K gives $G=0.963\,(4e^2/h)$.

For these velocities a wide contact departs much further from the model: its modes differ in transverse velocity, and many up modes have no down partner. For a smooth planar interface and equal masses, the transverse velocity is conserved. Let $y$ be its square; each normal velocity becomes $\sqrt{v^2-y}$. If the match holds at $y=0$, squaring the condition for another mode gives

$$(v_u^2-y)(v_d^2-y)=(v_S^2-y)^2
\quad\Rightarrow\quad
y(v_u^2+v_d^2-2v_uv_d)=0 .$$

For $v_u\ne v_d$ it therefore fails at every $y>0$. Modes are uniformly distributed in $y$, so a fraction $(v_d/v_u)^2=0.198$ of the up modes has a propagating down partner. The others contribute no zero-energy conductance. Those with $y>v_S^2$ are totally reflected in the normal state as well, so what matters for the ratio is the partnered share of the up modes that transmit, $(v_d/v_S)^2=0.444$. Using the leading-order $A$ and integrating numerically,

$$\frac G{G_N}=
\frac{4\int_0^{v_d^2}A\,dy}{\int_0^{v_S^2}T_u\,dy+\int_0^{v_d^2}T_d\,dy}=1.38,$$

instead of 2.08. The mean $A$ of the partnered modes is still 0.957, so the missing partners matter more here than the velocity mismatch.

## Variation 1: a finite gap

**Question.** How much normal reflection remains at the match when $\Delta/\mu_S$ is small but finite?

**Solution.** Keep $w=\hbar q/m_S=w_1+iw_2$. The derivative conditions become

$$v_u(1-b)=wc-w^*d=w_1\beta+iw_2\alpha,$$

$$v_da=-i(wc+w^*d)=-i(w_1\alpha+iw_2\beta).$$

With $a=-i\beta$, the second gives $\beta=w_1\alpha/(v_d-iw_2)$. Substitution in the first, with $\alpha=1+b$, gives

$$v_u(1-b)=\frac{|w|^2+iw_2v_d}{v_d-iw_2}(1+b),$$

$$b=\frac{v_uv_d-|w|^2-iw_2(v_u+v_d)}
{v_uv_d+|w|^2-iw_2(v_u-v_d)} .$$

From $w^2=v_S^2(1+i\Delta/\mu_S)$, $w_2\simeq v_S\Delta/2\mu_S$, while $|w|^2-v_S^2$ is of second order. At $v_uv_d=v_S^2$,

$$B\simeq\frac{w_2^2(v_u+v_d)^2}{4v_S^4}
=\left(\frac{\Delta}{2\mu_S}\right)^2\frac1{1-P^2}.$$

Here $\mu_S=1.02$ eV and $\Delta/\mu_S=1.47\times10^{-3}$, so $B=6.3\times10^{-7}$. For the abrupt step in $\Delta$, perfection is a small-gap limit: for $\Delta>0$ the imaginary part of the numerator of $b$ is nonzero. The size of this residual depends on the abruptness. If the gap rises as $\Delta\tanh(x/\xi)$ with $\xi=\hbar v_S/\Delta$, numerical integration at $\Delta/\mu_S=0.02$ gives $B\approx2.5\times10^{-9}$, instead of $1.2\times10^{-4}$ for the step.

## Variation 2: a weak barrier

**Question.** What does a barrier $Z\hbar v_S\,\delta(x)$ do to $A$?

**Solution.** Let $\eta=2Zv_S$. Integrating across the barrier makes $\hbar f'/m$ jump by $\eta f(0)$, and likewise for $g$. Therefore

$$iv_S\beta-iv_u(1-b)=\eta\alpha,\qquad
v_S\alpha-iv_da=\eta a .$$

The first gives $v_u(1-b)=v_S\beta+i\eta\alpha$. With $a=-i\beta$, the second gives $v_S\alpha=(v_d-i\eta)\beta$. These are the equations of Variation 1 with $w_1\to v_S$ and $w_2\to\eta$, so $|w|^2\to v_S^2+\eta^2$. In $1-|b|^2$ the difference between the squared moduli of denominator and numerator is

$$4v_uv_d(v_S^2+\eta^2)-4\eta^2v_uv_d=4v_uv_dv_S^2 .$$

Hence

$$A=\frac{4v_uv_dv_S^2}
{(v_uv_d+v_S^2+\eta^2)^2+\eta^2(v_u-v_d)^2}.$$

For the example, $Z=0.1$ gives $A=0.95$ and $Z=0.3$ gives $A=0.69$. To leading order in $\Delta/\mu_S$, with the velocities held at $v_uv_d=v_S^2$, any nonzero barrier lowers $A$ below one, since both added terms enlarge the denominator. At finite gap $w_2$ is replaced by $w_2+\eta$, so a very weak attractive barrier, $Z\simeq-\Delta/4\mu_S$, cancels the residual reflection of Variation 1 to leading order.

All numerical values are calculated from the stated model.
